\section*{Capacitance step from one emitted electron in a small junction}

\section*{Question}

A metal contact on n-type silicon has an area of $1\,\mu\mathrm{m}^2$. The depletion layer beneath it is $1\,\mu\mathrm{m}$ wide and the doping is $10^{15}\,\mathrm{cm}^{-3}$. A trap in the layer emits one electron while the bias is held fixed. By what fraction does the capacitance change, averaged over the possible positions of the trap, and how does this fraction scale with area, doping and voltage?

\section*{Answer}

\subsection*{The model and the size of the step}

Let $x$ be the depth below the contact, $N$ the donor density, $A$ the area and $W$ the depletion width. The field lines are taken to stay within the area, so that no field crosses the side walls. At first the edge is sharp: the charge density is $\rho=qN$ for $0<x<W$ and zero beyond, with $q>0$ the elementary charge.

Emission takes charge $-q$ away from the trap. A negative trap becomes neutral, or a neutral one becomes positive; either way the fixed charge rises by $q$. The field sweeps the electron into the neutral bulk, and the external circuit restores overall neutrality. For the moment the extra charge is spread over a sheet of density $q/A$ at depth $x$.

Let $\phi$ be the potential, zero in the bulk and $-V$ at the contact, so that $V$ is the total band bending in volts. Poisson's equation is $\phi''=-\rho/\varepsilon$. Integration by parts gives
\begin{equation}
V=\int_0^{\infty}\phi'\,dx=\bigl[x\phi'\bigr]_0^{\infty}-\int_0^{\infty}x\phi''\,dx
=\frac1\varepsilon\int_0^{\infty}x\rho\,dx ,
\end{equation}
because $\phi'$ vanishes in the bulk. A fixed voltage therefore fixes the first moment of the charge. If the width changes from $W$ to $W'$,
\begin{equation}
\frac{qNW^2}{2}=\frac{qNW'^2}{2}+\frac{qx}{A}
\quad\Longrightarrow\quad
W'^2=W^2-\frac{2x}{NA}.
\end{equation}
The layer shrinks, since the new charge supports part of the voltage.

The capacitance is measured at a frequency too high for the trap to respond. A small change of voltage then moves the edge alone: $dQ=qNA\,dW'$ and $dV=qNW'\,dW'/\varepsilon$, so $C'=dQ/dV=\varepsilon A/W'$. With $s=x/(NAW^2)$,
\begin{equation}
\frac{C'}{C}=\frac{W}{W'}=(1-2s)^{-1/2}=1+s+\tfrac32s^2+\dots
\end{equation}
To leading order the step is
\begin{equation}
\frac{\Delta C}{C}=\frac{x}{NAW^2}.
\label{eq:step}
\end{equation}
It is positive. It vanishes at the contact, where a charge has no lever arm, and is largest at the edge. The average with equal weight for all depths is
\begin{equation}
\left\langle\frac{\Delta C}{C}\right\rangle
=\frac1W\int_0^W\frac{x\,dx}{NAW^2}=\frac{1}{2NAW}.
\label{eq:mean}
\end{equation}

The depleted volume is $1\,\mu\mathrm{m}^3=10^{-12}\,\mathrm{cm}^3$ and holds $NAW=10^{15}\times10^{-12}=1000$ donors. The average relative step is therefore $1/2000=5\times10^{-4}$, and the sharp-edge maximum is $1\times10^{-3}$. One charge among a thousand changes the capacitance by half a part in a thousand; the half comes from the mean lever arm.

This is an average over traps or over devices. A given trap in a given device has one depth, and its step may lie anywhere between zero and the maximum.

\subsection*{Scaling}

At fixed $W$ and $N$, the relative step is inversely proportional to the area. At fixed voltage, $W$ depends on the doping. Write $V_d=qNW^2/(2\varepsilon)$ for the depletion voltage. Then $NW=\sqrt{2\varepsilon NV_d/q}$, and
\begin{equation}
\left\langle\frac{\Delta C}{C}\right\rangle
=\frac{1}{2A}\sqrt{\frac{q}{2\varepsilon NV_d}} .
\end{equation}
A hundredfold increase in doping at fixed area and voltage lowers the average relative step tenfold. The absolute step behaves differently:
\begin{equation}
\langle\Delta C\rangle=\frac{\varepsilon A}{W}\,\frac{1}{2NAW}
=\frac{\varepsilon}{2NW^2}=\frac{q}{4V_d}.
\end{equation}
Area, doping and permittivity have dropped out. In this model a smaller junction does not give a larger step in farads; it gives the same step on a smaller background.

With relative permittivity 11.7, the example has $V_d=0.773$ V and $C=103.6$ aF. The average step is $103.6\times5\times10^{-4}=0.052$ aF, or $5.2\times10^{-20}$ F. For an ac amplitude of 20 mV the charge amplitude $C\times20\,\mathrm{mV}$ is 12.9 electrons, and the step changes it by 0.0065 electron. The emitted charge is a whole electron, but the capacitance signal is a small modulation of the ac charge.

If the layer contains many traps of density $N_T\ll N$, all emitting and evenly distributed, there are $N_TAW$ steps. Their sum is $N_TAW/(2NAW)=N_T/(2N)$, which no longer depends on the area.

\subsection*{Why a point charge may be treated as a sheet}

A real trap is localized. Reflect the junction in its side walls, repeatedly, to obtain a laterally periodic structure without walls. The trap charge acquires images, one in each reflected copy. To first order their effects on the capacitance add. Before the charge is added the structure is laterally uniform, so shifting any one periodic set of charges sideways cannot change its contribution. Each contribution therefore equals its average over lateral positions, which is that of a uniform sheet. The charge per area is still $q/A$, so (\ref{eq:step}) follows.

This was tested by solving the nonlinear equation of the next section in three dimensions, with one elementary charge in a single grid cell at half depth. The step was $5.004\times10^{-4}$ near the lateral centre and $5.013\times10^{-4}$ in a corner, against $5\times10^{-4}$ from (\ref{eq:step}). At that depth there are practically no electrons, and first order is sufficient. Near the edge of the layer the potential of a single charge exceeds $kT/q$ within about 16 nm, the electrons respond to it nonlinearly, and the step of a localized charge differs from that of the sheet by a few per cent.

\subsection*{The edge is not sharp}

Electrons penetrate the depletion layer over roughly the Debye length, which is 71 nm here at 90 K. Let $u=kT/q=7.76$ mV and $b=qN/\varepsilon$. With all donors ionized and Boltzmann statistics, $n=Ne^{\phi/u}$ and
\begin{equation}
\phi''=-b\left(1-e^{\phi/u}\right).
\end{equation}
Let $F=\phi'$ be the field magnitude. Multiplying by $\phi'$ and integrating from the bulk, where $\phi=F=0$, gives
\begin{equation}
\frac{F^2}{2}=b\,G(\phi),\qquad G(\phi)=-\phi-u+ue^{\phi/u}.
\label{eq:first}
\end{equation}
At the contact the exponential is negligible, so $F_0^2/2=b(V-u)$ and $dF_0/dV=b/F_0$. The capacitance is $C=\varepsilon A\,dF_0/dV=\varepsilon Ab/F_0$. Defining $W=\varepsilon A/C$ now gives $F_0=bW$, and
\begin{equation}
V=\frac{bW^2}{2}+u=V_d+u .
\end{equation}
For $W=1\,\mu\mathrm{m}$ the total band bending is 0.781 V.

Now add the sheet at $x$. The field just to its left exceeds that just to its right by $q/(\varepsilon A)$. To the right (\ref{eq:first}) still holds; to the left $F^2/2-bG$ is constant, but no longer zero. To first order this constant is $F(x)\,q/(\varepsilon A)$. At the contact, with $V$ fixed, it equals $F_0\,\delta F_0$, so the magnitude of the electrode charge changes by
\begin{equation}
\delta Q=\varepsilon A\,\delta F_0=q\,\frac{F(x)}{F_0}.
\end{equation}
The change of capacitance is $\delta C=d(\delta Q)/dV$ at fixed $x$. A change of voltage shifts the unperturbed edge profile rigidly by $dW$, so $\partial F/\partial W=-\phi''=b(1-n/N)$. Also $dF_0/dW=b$ and $dW/dV=1/F_0=1/(bW)$. Hence
\begin{align}
\delta C&=\frac{q}{bW}\left[\frac{b(1-n/N)}{F_0}-\frac{bF}{F_0^2}\right]
=\frac{q}{bW^2}\left[1-\frac{n}{N}-\frac{F}{F_0}\right],\\
\frac{\delta C}{C}&=\frac{1}{NAW}\left[1-\frac{n(x)}{N}-\frac{F(x)}{F_0}\right],
\label{eq:soft}
\end{align}
where the last line uses $C=\varepsilon A/W$ and $\varepsilon b=qN$. Where $n$ is negligible, $F=b(W-x)$ and the bracket is $x/W$, as before. In the bulk $n=N$ and $F=0$: mobile electrons screen the charge and the step disappears.

Numerical solutions with and without the sheet, for sheets throughout a $1.8\,\mu\mathrm{m}$ deep region, differed from (\ref{eq:soft}) by at most 0.0017 of $1/(NAW)$. At $x=W$ the numerical step is $4.1\times10^{-4}$, far below the sharp-edge value of $1\times10^{-3}$.

The total response is nearly preserved. Since $\int_0^\infty(1-n/N)\,dx=F_0/b=W$ and $\int_0^\infty F\,dx=V$,
\begin{equation}
\frac1W\int_0^\infty\frac{\delta C}{C}\,dx
=\frac{1}{NAW}\left[1-\frac{V_d+u}{bW^2}\right]
=\frac{1}{2NAW}\left(1-\frac{u}{V_d}\right),
\end{equation}
because $bW^2=2V_d$. This is $4.95\times10^{-4}$, as the numerical integral also gives. Some of it comes from beyond $W$, however. The average over depths between 0 and $W$ is $4.6\times10^{-4}$, or 8\% below the sharp-edge estimate.

\subsection*{Which traps emit}

Equal weight for all depths is an assumption about the traps, and a pulsed measurement need not satisfy it. After a filling pulse, a trap empties where its level lies above the Fermi level. Let the level lie $\Delta E$ below the Fermi level in the bulk. It crosses where $|\phi|=\Delta E/q$. Well inside the layer $|\phi|=u+b(W-x)^2/2$, so the crossing lies a distance
\begin{equation}
\lambda=\sqrt{\frac{2(\Delta E/q-u)}{b}}
\end{equation}
before the edge. Traps deeper than $W-\lambda$ stay filled.

Take a level 0.17 eV below the conduction band, a rough value for the vacancy--oxygen centre in silicon. At 90 K with phosphorus donors the calculated Fermi level is 0.066 eV below the band, so $\Delta E=0.104$ eV. With $b=2V_d/W^2=1.55\,\mathrm{V}/\mu\mathrm{m}^2$ this gives $\lambda=0.35\,\mu\mathrm{m}$, a third of the layer.

A long pulse to flat band fills all the traps. Those between 0 and $W-\lambda=0.65\,\mu\mathrm{m}$ then emit, and their average step is
\begin{equation}
\frac{W-\lambda}{2NAW^2}=\frac{0.648}{2000}=3.2\times10^{-4}.
\end{equation}
A pulse to zero bias does something else. With a barrier of 0.50 eV the bending during the pulse is $0.50-0.066=0.434$ V, and the width falls to $W_p=0.742\,\mu\mathrm{m}$. If the pulse is long enough, traps beyond $W_p-\lambda=0.39\,\mu\mathrm{m}$ fill. When the reverse bias of 0.35 V returns, those between 0.39 and $0.65\,\mu\mathrm{m}$ emit. The step is linear in $x$, so its average is its value at the middle of this window:
\begin{equation}
\frac{(W_p-\lambda)+(W-\lambda)}{2NAW^2}
=\frac{0.390+0.648}{2000}=5.2\times10^{-4}.
\end{equation}
This lies close to the uniform average because, for these biases, the window happens to be centred near $W/2$. Numerical averages over both windows agree with these formulas within 1\%.

\subsection*{The model beside a real diode}

The parameters are roughly those of a titanium contact on phosphorus-doped silicon. The small area is what makes the relative step so large. With $N$ and $W$ unchanged, a diode of $1\,\mathrm{mm}^2$ has a million times the area, and its average relative step is only $5\times10^{-10}$.

For a contact as small as this one, the assumption most at risk is lateral confinement. Without a mesa or guard electrode, the depletion layer spreads sideways. If it extended by $W$ in every direction from a square contact of side $1\,\mu\mathrm{m}$, four quarter-cylinders and four eighth-spheres would be added to the cube:
\begin{equation}
1+4\cdot\frac{\pi}{4}+4\cdot\frac{\pi}{6}=6.2\ \ \mu\mathrm{m}^3 .
\end{equation}
Scaling the step by the number of depleted donors would lower it to about $0.8\times10^{-4}$, but even this is likely to be too large. The parallel-plate formula no longer applies: when the field spreads sideways, the capacitance depends less on the position of the depletion edge, and the step can be several times smaller than donor counting suggests. An unguarded contact needs its own calculation.

A mesa confines the depletion layer, but some of the field still passes through the space outside. For a cylindrical mesa of this area in vacuum, at the same band bending, a numerical solution that leaves out the space above the contact gives a capacitance about a fifth larger than with closed walls, and an average relative step about a quarter smaller. The space above adds about as much again: for a mesa $2\,\mu\mathrm{m}$ high with a contact $0.1\,\mu\mathrm{m}$ thick, including it gives about 1.4 times the closed-wall capacitance and an average step more than a third smaller. Another limit is fixed charge on the side walls. For a square mesa of this size, the walls beside the depletion layer have an area of $4\,\mu\mathrm{m}^2$. A fixed charge density of $10^{10}\,\mathrm{cm}^{-2}$, or 100 elementary charges per square micrometre, would put 400 charges there, against 1000 donors in the layer. Such a charge would change the depletion width at a given voltage, and with it the average step. The example therefore assumes a much smaller wall charge.

Donors are also discrete. Ten random arrangements, each with the trap at three lateral positions at half depth, gave a mean step of $5.1\times10^{-4}$ with a standard deviation of $0.3\times10^{-4}$, about 5\% of the step. The grid cells were $100\times100\times25$ nm, so this is a rough size. The capacitance itself varied by 1.2\% between these ten arrangements; summing the response (\ref{eq:soft}) over independently placed donors gives a standard deviation of about 1.7\%. Either figure is far more than the step being sought. A step must therefore be identified as a change in time in one device, not by comparing two devices.

A few other effects can be estimated separately. If only the twofold ground level of phosphorus is counted, about 11\% of the donors are neutral in the bulk at 90 K for a binding energy of 45 meV (12\% for 45.6 meV); its excited 1s states raise this to 19--20\%. Including neutral donors in the first integral changes the offset $V-V_d$ from $u$ to $1.007u$ in the first case and to about $1.02u$ in the second, provided the donors follow the measuring signal. The peak field is 0.015 MV/cm, well below the rough breakdown field of 0.3 MV/cm for silicon at this doping.

That field can still assist emission by tunnelling. An electron thermally raised only to an energy $\mathcal E$ below the conduction band needs less thermal energy, which contributes a factor $e^{\mathcal E/kT}$ relative to purely thermal emission, but it must then cross a triangular barrier of height $\mathcal E$. The net exponent, for tunnelling mass $m$, is
\begin{equation}
\frac{\mathcal E}{kT}-\frac{4\sqrt{2m}\,\mathcal E^{3/2}}{3\hbar qF_0},
\qquad\text{with maximum}\qquad
\frac{(\hbar qF_0)^2}{24m(kT)^3}.
\end{equation}
The maximum follows by setting the derivative to zero, which gives $\sqrt{\mathcal E}=\hbar qF_0/(2kT\sqrt{2m})$. For the light mass, 0.19 of the free-electron mass, it is 0.09. This is far below one, so tunnelling brings no exponentially large increase in the emission rate. The exponent does not give the actual increase, because many energies then contribute and the prefactor has been left out; a change by a factor of order one remains possible. This estimate is for a trap left neutral by emission, such as the vacancy--oxygen centre. A trap left positive attracts the departing electron, and the field lowers that Coulomb barrier by $q\sqrt{qF_0/(\pi\varepsilon)}$, about 28 meV or $3.6kT$ at the peak field. Its emission can then be much faster, by a factor of up to about 35 in this simplest estimate. Either effect shifts the time of the step, not its height.

\subsection*{Where the estimate stops}

The expansion requires $x/(NAW^2)\ll1$, and hence many donors in the layer. If only ten were left, (\ref{eq:mean}) would give 5\%. The quadratic term would still be modest at half depth, but a smooth donor density would no longer describe the junction: the positions of the individual donors would shape the field, and each device would need its own calculation. The numerical output below lists the main computed values.

\section*{Calculated quantities}
\begin{verbatim}
Area: 1 um2
Depletion width: 1 um
Donor density: 1e+15 cm^-3
Donors in depleted volume: 1000
Mean relative step, sharp edge: 0.0005
Largest relative step, sharp edge: 0.001
Temperature: 90 K
Relative permittivity: 11.7
Thermal voltage: 7.756 mV
Depletion voltage qNW^2/(2 eps): 0.7733 V
Total band bending: 0.7811 V
Debye length: 70.81 nm
Capacitance: 103.6 aF
Mean capacitance step: 0.0518 aF
AC amplitude: 20 mV
AC charge amplitude: 12.93 electrons
Change of AC charge amplitude: 0.006466 electrons
Numerical width from capacitance: 1 um
Numerical step at depth 0.25 um: 0.0002501
Numerical step at depth 0.50 um: 0.0005004
Numerical step at depth 0.75 um: 0.0007501
Numerical step at depth 1.00 um: 0.0004107
Largest soft-edge formula error times NAW: 0.001714
Numerical integral over all depths / W: 0.000495
Numerical mean inside 0..W: 0.0004595
3D step, mid-depth, lateral centre: 0.0005004
3D step, mid-depth, lateral corner: 0.0005013
Trap level below conduction band: 0.17 eV
Fermi level below conduction band: 0.06638 eV
Fermi level minus trap level: 0.1036 eV
Transition distance lambda: 0.3521 um
Deepest emitting position W-lambda: 0.6479 um
Mean step, pulse to flat band: 0.0003242
Contact barrier: 0.5 eV
Reverse bias: 0.3474 V
Depletion width at zero bias: 0.7421 um
Shallow end of filled window: 0.39 um
Mean step, pulse to zero bias: 0.0005194
Capture cross-section: 1e-14 cm2
Rough emission time: 5.698 ms
Neutral donor fraction in bulk: 0.1126
Band-bending offset with freeze-out: 1.007 kT/q
Poisson scatter of donor number: 31.62
Random donors: mean mid-depth step: 0.0005056
Random donors: standard deviation of step: 2.677e-05
Random donors: relative scatter of capacitance: 0.01241
Depleted volume ratio if unguarded: 6.236
Peak field: 0.01547 MV/cm
Tunnelling exponent for emission rate: 0.08568
\end{verbatim}
